\section*{Separating tilt and bridging losses in molecular-layer growth}

\section{What fixes the form of the growth law}

A molecular-layer cycle adds $n$ linkers per unit area. If each linker, with its share of the inorganic nodes, occupies a film volume $v$, the growth per cycle $g$ follows from a scaling argument. Stretch all horizontal lengths by $\lambda$ and all vertical lengths by $\kappa$. Then $n\to\lambda^{-2}n$, $v\to\lambda^2\kappa v$ and $g\to\kappa g$, so a thickness that depends on $n$ and $v$ alone must obey
\begin{equation}
g(\lambda^{-2}n,\lambda^2\kappa v)=\kappa\,g(n,v).
\end{equation}
Choose $\lambda^2=n$ and $\kappa=1/(nv)$. Both arguments on the left become one, in the chosen units, and $g(n,v)=g(1,1)\,nv$. The constant is one because $v$ is defined as film volume per linker:
\begin{equation}
g=nv. \label{volume}
\end{equation}

The linker length does not appear. It enters when we ask how far growth falls below the upright repeat length $L$, which includes the linker and its node. Let $S$ be the areal density of reactive ligands just before the linker pulse. Multiplying and dividing by $S$ gives
\begin{equation}
\frac gL=\underbrace{\frac{Sv}{L}}_{P}\;
\underbrace{\frac nS}_{B}. \label{product}
\end{equation}
The factor $P$ compares the height of a layer with one linker on every site to the upright length. The factor $B$ counts how many linkers the sites accept. The first measures how sparse the sites are against upright packing and is booked below as lean; the second measures bridging. Thickness gives their product; a second kind of measurement is needed to tell them apart.

\section{Why lean shortens the layer}

Consider straight linkers of cross-section $a_0$, measured perpendicular to their axes, all inclined by $\theta$ from the surface normal. A horizontal cut through one linker has area $a_0/\cos\theta$, and its vertical extent is $L\cos\theta$. The volume is therefore
\begin{equation}
v=\frac{a_0}{\cos\theta}\,L\cos\theta=a_0L.
\end{equation}
Lean does not change the volume of a linker; it trades height for footprint. If there is one linker per site and the layer is filled, the footprint is also $1/S$. Hence
\begin{equation}
\frac1S=\frac{a_0}{\cos\theta}
\quad\Rightarrow\quad
\cos\theta=Sa_0=\frac{Sv}{L}=P. \label{tilt}
\end{equation}
This is the mechanism in a dense film: when sites are sparse, upright linkers would leave gaps, and the gaps close by leaning. At $S=1/a_0$ the linkers stand upright. As $S\to0$ at fixed $v$, the layer height $Sv$ tends to zero.

Real linkers bend and coil, so $\theta$ is an effective angle that reproduces the height $Sv$ of a layer with one linker on every site, not a measured orientation. A value $P>1$ has no such angle, but with bridging it need not be an error, because only the product $g/L=PB$ is limited to one: $S=8$ nm$^{-2}$ and $B=0.75$, with the $v$ and $L$ of the example below, give $P=1.10$ and $g/L=0.83$. A product $PB>1$ signals a wrong $L$, trapped reactant, or another failure of the model.

The number of linkers and the density must be kept apart. If an existing layer leans further at fixed $n$, its mass per area is unchanged. By Eq.~\eqref{volume} its thickness falls only if $v$ falls, that is, if the film becomes denser. Lean with no change in $n$ or density cannot reduce thickness.

\section{Why bridging costs sites}

Let $n_1$ linkers bind at one end and $n_2$ at both ends during a saturating pulse. A singly bound linker consumes one ligand and leaves one free end; a bridge consumes two and leaves none. Thus
\begin{align}
S&=n_1+2n_2, & n&=n_1+n_2. \label{sites}
\end{align}
Define $\beta=2n_2/S$, the fraction of ligands consumed by bridges. Then $n_2=\beta S/2$ and $n_1=S-2n_2=S(1-\beta)$, so
\begin{equation}
n=S(1-\beta)+\frac{\beta S}{2}
=S\left(1-\frac\beta2\right),
\qquad B=1-\frac\beta2. \label{bridge}
\end{equation}

The factor one half has a geometrical reading. A site with a singly bound linker rises by $h=Sv$. A bridge spreads the same volume $v$ over two site areas, $2/S$, and raises them by $v/(2/S)=h/2$. The mean rise is
\begin{equation}
(1-\beta)h+\beta\frac h2=h\left(1-\frac\beta2\right).
\end{equation}
This assumes equal film volume for bridging and singly bound linkers. A bridge thus halves the local rise instead of removing it. This picture describes one layer on a flat surface. In steady growth the free ends must follow the film surface, which rises by $g=nv$ per cycle, so along a chain of singly bound linkers that keeps growing the mean rise per cycle is $LPB$, not $LP$. When $\beta>0$ such chains therefore lean more than $\arccos P$ indicates. The larger cost may come later, because the new hydroxyl density is $S(1-\beta)$, not $S$.

\subsection{How growth can remain steady}

The lost sites must be replaced by branching. Let the node precursor be MX$_f$, with $f$ replaceable ligands, and let the linker be a diol. Each new bond releases one HX. In steady growth the node pulse consumes the $S(1-\beta)$ hydroxyls left by the preceding linker pulse, and the linker pulse consumes $S$ ligands. If no ligand is left behind, the node density $n_M$ added per cycle satisfies
\begin{equation}
fn_M=S(1-\beta)+S=S(2-\beta)=2n
\quad\Rightarrow\quad
\frac{n_M}{n}=\frac2f. \label{composition}
\end{equation}
The composition is independent of $\beta$, so under these assumptions elemental analysis cannot reveal bridging. The fixed composition also makes a constant $v$ plausible, though it does not prove it.

The mean number of hydroxyls bound by a node as it arrives is
\begin{equation}
q=\frac{S(1-\beta)}{n_M}
=\frac{f(1-\beta)}{2-\beta}. \label{q}
\end{equation}
Multiplying out gives $2q-q\beta=f-f\beta$, and therefore
\begin{equation}
\beta=\frac{f-2q}{f-q}. \label{budget}
\end{equation}
Every attached node binds at least one hydroxyl. Setting $q\ge1$ in Eq.~\eqref{q} gives $f-f\beta\ge2-\beta$, so
\begin{equation}
\beta\le\frac{f-2}{f-1},\qquad
B\ge1-\frac{f-2}{2(f-1)}
=\frac{f}{2(f-1)}. \label{bound}
\end{equation}

For $f=4$ both limits equal $2/3$. Steady bridging can then remove at most one third of the growth per site, and a film growing at one third of $L$ must also have $P\le1/2$. As $f\to\infty$ the lower limit on $B$ tends to $1/2$. In the opposite case, $\beta=0$, Eq.~\eqref{q} gives $q=f/2$: a four-ligand node must bind two hydroxyls on average; if it bound fewer, the number of sites would rise.

For $f=2$, Eq.~\eqref{bound} gives $\beta=0$. Two bifunctional reactants cannot sustain steady growth with bridging unless something else supplies new sites, such as reactant held in the film that reacts in a later pulse. Without such a source, the loss can be followed from cycle to cycle. If a fraction $\alpha$ of hydroxyls is consumed by doubly bound nodes, one cycle changes the hydroxyl density $N$ to
\begin{equation}
N'=(1-\alpha)(1-\beta)N.
\end{equation}
With constant fractions the decline is geometric. A falling growth rate in such a process is thus a direct sign of site loss, provided that both pulses saturate and $v$ stays constant.

\section{How two mass gains separate the losses}

A microbalance that resolves the two pulses supplies the missing information. Let $D=N_A\Delta m$ be a mass gain per area multiplied by Avogadro's constant, so that molar masses can multiply molecular densities. The linker pulse adds $n$ linkers and forms $S$ bonds. The node pulse adds $2n/f$ nodes and forms $n_1=2n-S$ bonds. Hence
\begin{align}
D_L&=nM_L-SM_{HX}, \label{dl}\\
D_M&=\frac{2n}{f}M_{MX}-(2n-S)M_{HX}. \label{dm}
\end{align}
On addition the terms in $S$ cancel:
\begin{equation}
D_L+D_M=n\mu,\qquad
\mu=M_L+\frac{2M_{MX}}f-2M_{HX}. \label{mu}
\end{equation}
Here $\mu$ is the retained molar mass per linker. The total gain gives $n$, and Eq.~\eqref{dl} then gives
\begin{equation}
n=\frac{D_L+D_M}{\mu},\qquad
S=\frac{nM_L-D_L}{M_{HX}}. \label{invert}
\end{equation}
Finally $B=n/S$, $\beta=2(1-B)$ and $P=g/(LB)$.

The coefficient determinant of Eqs.~\eqref{dl} and \eqref{dm}, for the unknowns $n$ and $S$, is
\begin{equation}
M_LM_{HX}+M_{HX}\left(\frac{2M_{MX}}f-2M_{HX}\right)
=M_{HX}\mu.
\end{equation}
It would vanish for a weightless by-product. Mass separates the two losses because each bond expels a molecule of known mass: a bridge expels two, a singly bound linker one.

The absolute balance calibration drops out of the split. With $r=\Delta m_M/\Delta m_L$ we have $D_L=n\mu/(1+r)$. Inserting this in Eq.~\eqref{invert} and dividing by $n$ yields
\begin{equation}
\frac1B=\frac{M_L-\mu/(1+r)}{M_{HX}}. \label{ratio}
\end{equation}
A common scale error changes $n$ and $S$ equally, but leaves $B$, $\beta$ and $P$ unchanged. Drift between the two pulses does not cancel.

\section{How large the two losses are: an example}

Take a model node precursor with four chlorides and a diol, releasing HCl. The round inputs are $L=0.90$ nm, $g=0.30$ nm, $M_{MX}=190$ g/mol and $M_L=110$ g/mol. The node and linker pulses add 27.0 and 26.0 ng/cm$^2$. With $M_{HX}=36.458$ g/mol,
\begin{equation}
\mu=110+\frac{2(190)}4-2(36.458)=132.084\ \text{g/mol}.
\end{equation}
One (g/mol)/nm$^2$ corresponds to 0.166054 ng/cm$^2$. Therefore
\begin{align}
n&=\frac{53.0/0.166054}{132.084}=2.416\ \text{nm}^{-2},\\
S&=\frac{2.4164(110)-26.0/0.166054}{36.458}
=2.996\ \text{nm}^{-2}.
\end{align}
It follows that $B=2.4164/2.9961=0.8065$ and $\beta=2(1-0.8065)=0.387$. Thus 39\% of the ligands are consumed by bridges, although only 24\% of the linkers are bridges, since each uses two ligands. Equation~\eqref{q} gives $q=1.52$, within the permitted range from one to two.

The projection factor is
\begin{equation}
P=\frac{0.30}{0.90(0.8065)}=0.413,
\qquad \theta=65.6^\circ.
\end{equation}
A fully singly bound layer with the same $S$ and $v$ would be $LP=0.372$ nm thick; bridging reduces this to 0.300 nm. Since the factors multiply, their logarithms add:
\begin{equation}
\ln0.3333=\ln0.4133+\ln0.8065.
\end{equation}
The factor $P$, booked as lean, accounts for 80\% of the logarithmic loss and $B$ for 20\%. The angle $65.6^\circ$ belongs to the fully singly bound reference layer; a chain that keeps growing in the steady film has a mean cosine $g/L=0.333$, which corresponds to $70.5^\circ$. A division of the missing nanometres would depend on which factor was applied first; the logarithmic division does not.

Thickness alone leaves $\theta$ between $60.0^\circ$, for the largest steady bridging, and $70.5^\circ$, for none. The bound on $B$ already shows that lean is substantial, while the masses select a point within the interval. The volume per linker is $0.30/2.416=0.124$ nm$^3$, and the density is 1.77 g/cm$^3$. An independent density measurement would check the thickness and total mass against each other.

\subsection{Sensitivity to error}

Let the node-pulse value $D_M$ be too high by $\epsilon$. Equation~\eqref{invert} gives $\delta n=\epsilon/\mu$ and $\delta S=M_L\epsilon/(\mu M_{HX})$. Since $\beta=2-2n/S$, to first order
\begin{equation}
\delta\beta=-\frac{2\delta n}{S}+\frac{2n\,\delta S}{S^2}
=\frac{2\epsilon}{\mu S}
\left(\frac{BM_L}{M_{HX}}-1\right). \label{error}
\end{equation}
An error of 0.3 ng/cm$^2$ shifts the example's $\beta$ by 0.013. For the same retained film and a by-product of 16 g/mol, the shift is 0.040. The heavier by-product thus makes $\beta$ about three times less sensitive to an error in the node pulse. For an equal error in the linker pulse the advantage is only a factor of about 1.4.

The angle is less delicate in the example, though not for nearly upright linkers, where $\cot\theta$ is large. From $P=\cos\theta$, $\delta\theta=-\cot\theta\,(\delta P/P)$. A 5\% error in $L$ changes $P$ by about 5\% and the angle by about $0.05\times0.454=0.023$ rad, or $1.3^\circ$. Here the choice of upright length matters more to the angle than the stated balance error.

Trapped linkers cause a bias that repetition cannot remove. Suppose $t$ unreacted linkers per area remain after each linker pulse, and that they stay in place without reacting during the node pulse, so that $D_M$ is unchanged. They add $\epsilon=tM_L$ to $D_L$ without releasing HX. Now $\delta n=\epsilon/\mu$ and $\delta S=(M_L/\mu-1)\epsilon/M_{HX}$, so
\begin{equation}
\delta\beta=\frac{2\epsilon}{\mu S}
\left[\frac{B(M_L-\mu)}{M_{HX}}-1\right].
\end{equation}
For $M_L<\mu$, as here, this is negative: trapped linkers hide bridging. Longer purges that change the mass ratio are a warning that the inversion is not yet valid.

\section{Separate factors need not have separate causes}

Equation~\eqref{product} is a division of the loss, not proof that lean and bridging arise independently. Bridging can lower the steady density $S$, and sparse sites then force lean.

An event simulation on a periodic surface illustrates this coupling. Nodes with $f=4$ bind a second hydroxyl if one is free within 0.25 nm; linkers bridge to a free ligand on another node within a chosen reach. There is no steric limit and no film relaxation. The simulation is not fitted to the preceding example.

With a linker reach of 0.40 nm, starting densities of 1 and 6 hydroxyls/nm$^2$ lead to $S=5.46$ and 5.49 nm$^{-2}$. The steady state in this model therefore does not retain the starting density, within the 5\% tolerance of the test. The value of $\beta$ recovered from the masses agrees with the counted bridges. This tests the balances for saturated reactions without trapping; it does not test whether a real process meets those conditions.

Increasing the reach from 0.40 to 0.60 nm lowers $S$ from 5.46 to 2.66 nm$^{-2}$ and $n$ from 3.93 to 1.85 nm$^{-2}$. Yet $\beta$ rises only from 0.562 to 0.608. Equation~\eqref{bound} limits the change: for $f=4$, $\beta$ cannot exceed $2/3$ in steady growth, however long the reach. At a reach of 0.60 nm, sites thin out until bridging again balances branching. The bound applies where growth is steady; it does not guarantee a steady state at every reach.

If $v$ and $L$ are held at the example's values, $P$ falls from 0.753 to 0.367, a factor of 0.487. From Eq.~\eqref{bridge}, $B$ falls from 0.719 to 0.696, a factor of 0.968. Their product, 0.472, is the fall in $n$. These are single runs: other random seeds move $S$ by up to about 0.15 nm$^{-2}$ and place this ratio between 0.46 and 0.49. Almost all of the added loss is booked as lean, although the change made was a longer bridging reach. A large share of the loss booked as lean is therefore no evidence that bridging is harmless.

Two further cases show the balance at work. With linker bridging switched off, the hydroxyl density rises from 1.0 to 10.2 nm$^{-2}$ in three cycles. The latter exceeds the upright packing limit of the example, $L/v=0.90/0.1242=7.2$ nm$^{-2}$; on a real surface, crowding would have to intervene. With $f=2$ and bridging allowed, the density falls from 4.0 to 0.12 nm$^{-2}$ in 40 cycles, because no branching replaces the lost sites. The final value scatters by a factor of two to three between runs. Doubly bound nodes alone, without linker bridges, already bring it to 0.1--0.2 nm$^{-2}$, and the decline is slower than geometric because $\alpha$ and $\beta$ fall as the sites thin out.

\section{What to do about it}

\subsection{Measure before changing the linker}

First establish saturation in both pulses and a repeatable mass pattern from cycle to cycle. Then measure thickness and the ratio of the two mass gains. For the example chemistry, Eq.~\eqref{ratio} gives $r=0.80$ without bridging and $r=1.39$ at the steady limit $B=2/3$. The inputs give $27.0/26.0=1.04$. A ratio outside the interval by more than the measurement error means that at least one assumption fails: incomplete ligand replacement, trapped reactant, changing site density or a wrong by-product are candidates.

Multicomponent films need more care, because a cycle with one node precursor may follow a cycle with another. The hydroxyl density before and after a cycle then need not agree, and Eq.~\eqref{invert} cannot be applied to each cycle separately. If the density $N$ before a node pulse is known, the balances can instead be followed in order. The node pulse gives
\begin{equation}
n_M=\frac{D_M+NM_{HX}}{M_{MX}},\qquad S=fn_M-N,
\end{equation}
because $N$ of the $fn_M$ incoming ligands are lost on attachment. The linker pulse then gives
\begin{equation}
n=\frac{D_L+SM_{HX}}{M_L},\qquad N'=2n-S.
\end{equation}
The last result is the number of singly bound linkers and starts the next cycle. Values of $f$ and the molar masses may change at each step. The calculation needs a starting value of $N$. If the whole sequence repeats steadily, the condition that $N$ return to its starting value can supply it; if $N$ is known independently, the same condition is a check. Errors pass from one cycle to the next, but an error in the starting $N$ is multiplied each cycle by $(2M_{HX}/M_L-1)(fM_{HX}/M_{MX}-1)$, which is only 0.08 for the example's masses.

\subsection{Choose the remedy from the cause}

If $B$ is low, prevent the second end from reacting during the same pulse. A stiff linker whose ends cannot reach two neighbouring sites does this geometrically. A linker with one end masked, and unmasked in a later step, does it chemically; the mass balance must then include the masking group. In the example, removing bridges at fixed $S$ and $v$ would raise growth from 0.300 to 0.372 nm. This is the direct gain. A later rise in $S$ would add to it by increasing $P$, but only until the linkers stand upright at $P=1$.

If $P$ is low, raise the density of usable sites. Possible routes are a node that retains more reactive ligands or a linker that destroys fewer sites. Raising the initial hydroxyl density may improve the first cycles, but in the simulation it does not change the steady state.

A longer linker has two opposing effects. Equations~\eqref{volume} and \eqref{bridge}, with $v=a_0L$, give
\begin{equation}
g=Sa_0L\left(1-\frac\beta2\right).
\end{equation}
At fixed $S$, $a_0$ and $\beta$, growth is proportional to $L$, while the angle stays the same. But a longer flexible linker may also reach more neighbours. In the simulation a 1.5-fold reach reduces $n$ to 0.472 of its former value. If linker volume also grew 1.5-fold, thickness per cycle would change by a factor of $1.5\times0.472=0.71$: the longer linker would give the thinner layer. This estimate keeps the simulation's other distances fixed, so it shows a possible reversal, not a general law. The useful design quantity is the product of linker volume and the number of linkers the surface can keep accepting. The numerical output below gives the simulated densities used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
input upright repeat length L = 0.90 nm
input growth per cycle g = 0.30 nm
input ligands per node precursor f = 4
input node precursor molar mass = 190.0 g/mol
input linker molar mass = 110.0 g/mol
HCl molar mass = 36.458 g/mol
input node-pulse mass gain = 27.0 ng/cm^2
input linker-pulse mass gain = 26.0 ng/cm^2
mass conversion factor = 0.166054 ng/cm^2 per (g/mol)/nm^2
retained mass per linker mu = 132.084 g/mol
linkers added n = 2.4164 nm^-2
ligands before linker pulse S = 2.9961 nm^-2
singly bound linkers = 1.8368 nm^-2
bridging linkers = 0.5797 nm^-2
bridged-ligand fraction beta = 0.3870
fraction of linkers that bridge = 0.2399
mean OH groups bound per node = 1.5202
film volume per linker v = 0.12415 nm^3
film density = 1.7667 g/cm^3
projection factor P = 0.4133
effective tilt angle = 65.59 degrees
projected length L*P = 0.3720 nm
bridging factor B = 0.8065
total growth ratio g/L = 0.3333
tilt share of logarithmic loss = 80.4 %
bridging share of logarithmic loss = 19.6 %
largest steady beta for f=4 = 0.6667
smallest steady B for f=4 = 0.6667
thickness-only angle, no bridges = 70.53 degrees
thickness-only angle, most bridges = 60.00 degrees
test error in node-pulse mass = 0.3 ng/cm^2
resulting beta shift, HCl = 0.0129
resulting beta shift, 16 g/mol by-product = 0.0402
simulation: box side = 10.0 nm; node reach = 0.25 nm
simulation: ligand offset = 0.15 nm
simulation: new OH offset = 0.50 nm
simulation: cycles = 120; discarded = 30
simulation: S from start 1 OH/nm^2 = 5.459 nm^-2
simulation: S from start 6 OH/nm^2 = 5.494 nm^-2
reach 0.40 nm: S = 5.459 nm^-2
reach 0.40 nm: n = 3.925 nm^-2
reach 0.40 nm: counted beta = 0.5620
reach 0.40 nm: beta from masses = 0.5620
reach 0.40 nm: nodes per linker = 0.5000
reach 0.40 nm: P with example v and L = 0.7530
reach 0.60 nm: S = 2.659 nm^-2
reach 0.60 nm: n = 1.851 nm^-2
reach 0.60 nm: counted beta = 0.6076
reach 0.60 nm: beta from masses = 0.6076
reach 0.60 nm: nodes per linker = 0.5000
reach 0.60 nm: P with example v and L = 0.3668
no linker bridges: initial OH = 1.00 nm^-2
no linker bridges: OH after 3 cycles = 10.20 nm^-2
f=2: initial OH = 4.00 nm^-2
f=2: OH after 40 cycles = 0.12 nm^-2
\end{verbatim}
